# Thick-Film Fuchs–Sondheimer Resistivity with Partially Specular Surfaces, part 1

(Sections cited here and not found follow in the second part.)

## First half: the kinetic equation and the film conductivity

### Theorem

A metal film of thickness \(d\) carries a current parallel to its faces. Let \(\rho_0\) be the resistivity of the same metal in bulk, \(\lambda\) its electron mean free path, and \(p\) the fraction of electrons that each face reflects specularly. Put

\[
\kappa=\frac d\lambda ,\qquad a=\frac{3(1-p)}{8\kappa}=\frac{3\lambda(1-p)}{8d}.
\]

Under assumptions A1–A4 below, the film resistivity \(\rho\) obeys

\[
\frac{\rho}{\rho_0}=1+\frac{3\lambda(1-p)}{8d}+O(a^2),\qquad d\gg\lambda .
\]

More precisely, for \(\kappa\ge 3\) and \(0\le p\le 1\),

\[
0\le\frac{\rho}{\rho_0}-(1+a)\le\frac{a^2}{1-a}.
\]

The familiar formula \(1+3\lambda(1-p)/(8d)\) is therefore a leading term, and in this range it never overestimates the resistivity of the model. For \(p<1\) in the same range, the corresponding conductivity law, \(\sigma/\sigma_0=1-a\), is more accurate: its error decreases exponentially with \(\kappa\). In films thinner than about \(\lambda\) this advantage is lost.

### Assumptions

The film occupies \(0<z<d\) and is very wide in \(x\) and \(y\). The electric field \(E\) points along \(x\), and the electron charge is \(-e\) with \(e>0\).

**A1.** The electrons are degenerate and have a spherical Fermi surface, with energy \(\varepsilon=\hbar^2k^2/(2m)\), Fermi wavenumber \(k_F\) and Fermi speed \(v_F=\hbar k_F/m\).

**A2.** Collisions inside the film return the distribution to equilibrium at the rate \(1/\tau\). The time \(\tau\) is the same as in bulk, so \(\lambda=v_F\tau\).

**A3.** An electron striking either face is reflected specularly with probability \(p\), whatever its angle. Otherwise it leaves diffusely: its energy is kept, but its new direction carries no memory of the old one.

**A4.** The response is linear in \(E\), and the motion across the film is treated classically.

The field is the same at every depth. In a steady state \(\nabla\times\mathbf E=0\), which gives \(\partial E_x/\partial z=\partial E_z/\partial x\). The right side vanishes because nothing varies along \(x\). What varies with depth is the current density, not the field that drives it.

### Lemma 1: the linearized equation and the bulk

*Let \(f=f_0(\varepsilon)+g\), where \(f_0\) is the Fermi function. To first order in \(E\),*

\[
v_z\frac{\partial g}{\partial z}+\frac g\tau=eE\,v_x\frac{\partial f_0}{\partial\varepsilon}.
\tag{1}
\]

*In bulk, \(g_b=eE\tau v_x\,\partial f_0/\partial\varepsilon\) and \(\sigma_0=1/\rho_0=ne^2\tau/m\), where \(n\) is the electron density.*

**Proof.** The force on an electron is \(-eE\) along \(x\), so \(\hbar\,dk_x/dt=-eE\). The steady Boltzmann equation in the relaxation-time form is

\[
v_z\frac{\partial f}{\partial z}-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
\]

In the first term \(f_0\) drops out, because it does not depend on \(z\). In the second term \(g\) is already proportional to \(E\), so \(E\,\partial g/\partial k_x\) is of second order and is discarded. There remains

\[
\frac{\partial f_0}{\partial k_x}=\frac{\partial\varepsilon}{\partial k_x}\frac{\partial f_0}{\partial\varepsilon}=\hbar v_x\frac{\partial f_0}{\partial\varepsilon}.
\]

Moving this term to the right gives equation (1). In bulk \(\partial g/\partial z=0\), and multiplication by \(\tau\) gives \(g_b\).

The current density is the charge times the velocity, summed over states. With two spins and \(d^3k/(2\pi)^3\) states per unit volume for each spin,

\[
j=-e\int\frac{d^3k}{4\pi^3}\,v_xg .
\tag{2}
\]

Inserting \(g_b\) gives

\[
j_b=e^2\tau E\int\frac{d^3k}{4\pi^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\]

The minus sign from the charge has joined \(\partial f_0/\partial\varepsilon\), which is negative, so the current runs along the field. For degenerate electrons, \(-\partial f_0/\partial\varepsilon\) selects the Fermi surface. There \(v_x^2\) has the mean \(v_F^2/3\), since the three directions are equivalent and their squares sum to \(v_F^2\).

The density of states follows by counting. A sphere of radius \(k\) holds

\[
\frac{1}{4\pi^3}\cdot\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}
\]

electrons per unit volume. This number grows as \(\varepsilon^{3/2}\), so its derivative at the Fermi energy \(E_F\) is \(3n/(2E_F)\). Hence

\[
\sigma_0=e^2\tau\,\frac{v_F^2}{3}\,\frac{3n}{2E_F}=\frac{ne^2\tau v_F^2}{2E_F}=\frac{ne^2\tau}{m},
\]

where the last step uses \(E_F=mv_F^2/2\). ∎

The mean free path can now be found from the bulk resistivity. Since \(\tau=m/(ne^2\rho_0)\),

\[
\lambda=\frac{\hbar k_F}{m}\,\frac{m}{ne^2\rho_0}=\frac{\hbar k_F}{ne^2\rho_0}.
\tag{3}
\]

The mass cancels. The product \(\rho_0\lambda=\hbar k_F/(ne^2)\) depends on the electron density but not on \(\tau\), a fact used again in the second half.

### Lemma 2: the boundary conditions

*Write \(g_+\) for electrons with \(v_z>0\) and \(g_-\) for those with \(v_z<0\), at equal \(v_x\), \(v_y\) and \(|v_z|\). Then*

\[
g_+(0)=p\,g_-(0),\qquad g_-(d)=p\,g_+(d).
\tag{4}
\]

**Proof.** At \(z=0\), electrons with \(v_z<0\) arrive and electrons with \(v_z>0\) leave. Specular reflection reverses \(v_z\) and keeps \(v_x\) and \(v_y\). Diffuse emission fills all outgoing directions of one energy equally, with some occupation \(F(\varepsilon)\). Thus

\[
f_0+g_+(0)=p\,[f_0+g_-(0)]+(1-p)F .
\]

The occupation \(F\) is fixed by the requirement that no electrons accumulate at the surface. Because the driving term in equation (1) is odd in \(v_x\), we look for a solution \(g\) that is odd in \(v_x\). The incoming flux at a given energy is the sum of \(|v_z|(f_0+g_-)\) over directions, and the part from \(g_-\) cancels between \(v_x\) and \(-v_x\). What arrives is \(f_0\sum|v_z|\), and what leaves is \([pf_0+(1-p)F]\sum|v_z|\). For \(p<1\) these are equal when \(F=f_0\).

With \(F=f_0\), the terms in \(f_0\) cancel from the boundary condition and leave \(g_+(0)=p\,g_-(0)\). At \(z=d\) the roles of the two directions are exchanged, which gives the second condition. For \(p=1\) nothing is emitted diffusely and equation (4) is immediate. The solution found below is proportional to \(v_x\) times an even function of \(v_x\), so the assumed oddness is consistent. ∎

Diffuse scattering therefore does not stop electrons or remove them. It removes their mean drift along the film.

### Lemma 3: the distribution in the film

*Let \(u=|v_z|/v_F\), \(\zeta=z/\lambda\), \(q=e^{-\kappa/u}\) and \(g_\pm=g_bh_\pm\). Then*

\[
h_+=1-A\,e^{-\zeta/u},\qquad h_-=1-A\,e^{-(\kappa-\zeta)/u},\qquad A=\frac{1-p}{1-pq}.
\tag{5}
\]

**Proof.** The factor \(g_b\) depends on \(v_x\) and \(\varepsilon\), but not on \(z\) or on the sign of \(v_z\). It can be divided out of equations (1) and (4). Since the right side of (1) equals \(g_b/\tau\), multiplication by \(\tau/g_b\) gives

\[
\tau v_z\frac{\partial h}{\partial z}+h=1 .
\]

On the Fermi surface \(\tau v_z=\pm\lambda u\), and \(\lambda\,\partial/\partial z=\partial/\partial\zeta\). Therefore

\[
\pm u\frac{\partial h_\pm}{\partial\zeta}+h_\pm=1 .
\]

Each equation has the particular solution 1 plus an exponential. Measuring each exponential from the face that the electrons have left, we write

\[
h_+=1-A\,e^{-\zeta/u},\qquad h_-=1-B\,e^{-(\kappa-\zeta)/u}.
\]

For \(h_+\), \(u\,\partial h_+/\partial\zeta=A e^{-\zeta/u}\), which restores 1 when added to \(h_+\). For \(h_-\), \(-u\,\partial h_-/\partial\zeta=B e^{-(\kappa-\zeta)/u}\), which does the same.

The boundary conditions become

\[
1-A=p(1-Bq),\qquad 1-B=p(1-Aq).
\]

Subtracting the second from the first gives \(B-A=pq(A-B)\), or \((B-A)(1+pq)=0\). Since \(1+pq>0\), \(A=B\). The first condition is then \(1-A=p-pqA\), so \(A(1-pq)=1-p\). The denominator is positive because \(q<1\). ∎

An electron leaving a diffuse face starts with no drift and regains it over a path length \(\lambda\). Its depth after that path is \(\lambda u\), so electrons moving at grazing angles are disturbed only in a thin layer, while those moving normal to the film carry the disturbance to a depth of about \(\lambda\).

As a check on the algebra, the differential equations with conditions (4) were also solved numerically, without assuming \(A=B\), and agreed with equation (5) to within \(10^{-7}\) at \((\kappa,p,u)=(2,0.3,0.2)\), \((5,0.7,0.6)\) and \((0.5,0,0.9)\).

### Lemma 4: the conductivity

*The conductivity averaged over the thickness is*

\[
\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2\kappa}\int_0^1(u-u^3)\,\frac{1-e^{-\kappa/u}}{1-p\,e^{-\kappa/u}}\,du .
\tag{6}
\]

**Proof.** Equation (2) with \(g=g_bh\) contains the weight \(v_x^2\) on the Fermi surface. In polar angles about \(z\), \(v_x^2=v_F^2\sin^2\theta\cos^2\phi\). Neither \(h_+\) nor \(h_-\) depends on \(\phi\), so the integral of \(\cos^2\phi\) is common to the film and the bulk and cancels. With \(\cos\theta=\pm u\),

\[
\frac{j(z)}{j_b}=\frac{\int_0^1(1-u^2)(h_++h_-)\,du}{\int_{-1}^{1}(1-c^2)\,dc}
=\frac34\int_0^1(1-u^2)(h_++h_-)\,du,
\tag{7}
\]

because the denominator is \(2-2/3=4/3\).

The average over thickness requires

\[
\frac1\kappa\int_0^\kappa e^{-\zeta/u}\,d\zeta=\frac u\kappa(1-q).
\]

The exponential in \(h_-\) has the same average, as the substitution \(\zeta\to\kappa-\zeta\) shows. Hence

\[
\frac{\sigma}{\sigma_0}=\frac34\int_0^1(1-u^2)\left[2-\frac{2Au}{\kappa}(1-q)\right]du .
\]

The first term is \(\tfrac32\int_0^1(1-u^2)du=\tfrac32\cdot\tfrac23=1\). In the second, \(\tfrac34\cdot2=\tfrac32\) and \((1-u^2)u=u-u^3\). Inserting \(A\) gives equation (6). ∎

The film resistivity is defined by \(\rho=1/\sigma\), the field divided by the mean current density. This is what a measurement of total current gives.

### Remarks on the full result

**Specular faces.** For \(p=1\) the correction vanishes at every thickness. Such faces reverse \(v_z\) and leave the drift along \(x\) untouched. The resistance of the film still rises as \(d\) falls, since there is less metal, but its resistivity does not change in this model.

**Path lengths.** Equation (5) can be read without a differential equation. Follow an electron backwards from its present position. Its drift has built up since its last collision in the metal or its last diffuse reflection. If \(s\) is the path length in units of \(\lambda\), and \(N(s)\) the number of faces met in that length, then

\[
h=\int_0^\infty e^{-s}\,p^{N(s)}\,ds .
\]

Indeed, between reflections this expression obeys \(dh/ds+h=1\) along the forward path, and at a reflection it is multiplied by \(p\). It is the mean length, in units of \(\lambda\), over which the field has acted. The film conducts less because some of these lengths are cut short.

This reading permits a separate test. One million random paths with \(\kappa=5.190\) and \(p=0.2\) gave a conductivity loss \(1-\sigma/\sigma_0\) of \(0.0578\pm0.0003\), the uncertainty being one standard error. Equation (6) gives \(0.0578\).

## Second half: the thick-film law and a probe measurement

The symbols carried over are \(\kappa=d/\lambda\), the specular fraction \(p\), \(u=|v_z|/v_F\), \(q=e^{-\kappa/u}\) and \(a=3(1-p)/(8\kappa)\). The bulk values are \(\rho_0=1/\sigma_0\), with \(\rho_0\lambda=\hbar k_F/(ne^2)\). The film conductivity \(\sigma=1/\rho\) is given by equation (6), and the amplitude of the disturbance at each face is \(A=(1-p)/(1-pq)\).

### Lemma 5: the conductivity law and its remainder

*For every \(\kappa>0\) and \(0\le p\le1\),*

\[
\frac{\sigma}{\sigma_0}=1-a+R,\qquad
0\le R\le\frac{3(1-p)^2e^{-\kappa}}{\kappa^3(1-p\,e^{-\kappa})}.
\tag{8}
\]

**Proof.** Separate the part of the integrand that survives in a thick film:

\[
\frac{1-q}{1-pq}=\frac{(1-pq)-(1-p)q}{1-pq}=1-\frac{(1-p)q}{1-pq}.
\]

The term 1 contributes \(\int_0^1(u-u^3)du=\tfrac12-\tfrac14=\tfrac14\) to equation (6). Its coefficient is \(-3(1-p)/(2\kappa)\), and the product is \(-3(1-p)/(8\kappa)=-a\). The other term gives

\[
R=\frac{3(1-p)^2}{2\kappa}\int_0^1(u-u^3)\frac{q}{1-pq}\,du\ge0 .
\]

Since \(u\le1\), \(q\le e^{-\kappa}\), and the denominator is at least \(1-pe^{-\kappa}\). In the remaining integral put \(u=1/t\), so that \(du=-dt/t^2\):

\[
\int_0^1(u-u^3)e^{-\kappa/u}du=\int_1^\infty\frac{t^2-1}{t^5}\,e^{-\kappa t}dt .
\]

For \(t\ge1\), \((t^2-1)/t^5=(t-1)(t+1)/t^5\le2(t-1)\), because \(t+1\le2t\) and \(t^4\ge1\). With \(s=t-1\), the integral is at most \(2e^{-\kappa}\int_0^\infty s\,e^{-\kappa s}ds=2e^{-\kappa}/\kappa^2\). Multiplication by the prefactor gives the bound. ∎

The remainder comes from electrons that cross the whole film and still remember the opposite face. When they are rare, the two faces act independently and their losses add.

This part has derived the film conductivity, equation (6), and shown in equation (8) that it equals \(1-a\) apart from a bounded remainder. It remains to prove the theorem's bounds on the resistivity and to apply the result to a four-probe measurement on a gold film.

All numerical values are calculated from the stated model.
